# Lorentz Factors of Bravais Lattices: Sum Rule and Tetragonal Anisotropy

## What goes wrong with one third everywhere

The density of a dielectric film can be inferred from its permittivity through the Clausius–Mossotti relation. That relation contains a local-field factor of 1/3 for every field direction. If the polarizable units form a tetragonal lattice, the factor generally depends on direction. A permittivity measured along one axis then gives a wrong density, and the relation predicts no anisotropy where there is some. Fitting three free factors instead would allow combinations that no lattice can have.

The constraint is this. For identical point dipoles on any three-dimensional Bravais lattice, the three principal Lorentz factors sum to one. Tetragonal factors generally differ from 1/3, but there are exceptions, one of them in a lattice that is not cubic.

## Setting and definition

The algebra uses atomic units, in which a unit charge has the potential \(1/r\). Each primitive cell, of volume \(v\), holds one dipole \(\mathbf p\), so the polarization is \(\mathbf P=\mathbf p/v\). Fields are electrostatic: the wavelength of any applied field is long compared with the sample region considered.

A dipole has the potential \(-\mathbf p\cdot\nabla(1/r)\). Its field is minus the gradient of this, so \(E_a=T_{ab}p_b\), with repeated indices summed and

\[
T_{ab}(\mathbf r)=\partial_a\partial_b\frac1r=\frac{3r_ar_b-r^2\delta_{ab}}{r^5},\qquad T_{aa}=\frac{3r^2-3r^2}{r^5}=0\quad(r\neq0).
\]

The local field at a site excludes the field of the dipole at that site. Summing \(T_{ab}\) over an infinite uniform lattice is ambiguous: \(T\) falls as \(R^{-3}\) while the number of sites in a shell grows as \(R^2\), so the result depends on the order of summation. To remove the ambiguity, let the dipoles be \(\mathbf p\,e^{i\mathbf q\cdot\mathbf R}\) and take \(\mathbf q\to0\) last. The field at the origin is

\[
F_a(\mathbf q)=\sum_{\mathbf R\ne0}T_{ab}(\mathbf R)e^{i\mathbf q\cdot\mathbf R}p_b ,
\]

understood as the limit of a sum with a slowly decaying Gaussian factor.

The macroscopic field \(\mathbf E\) is the long-wavelength part of the field. It obeys \(\nabla\times\mathbf E=0\), so it is parallel to \(\mathbf q\), and \(\nabla\cdot(\mathbf E+4\pi\mathbf P)=0\), so \(\mathbf q\cdot\mathbf E=-4\pi\mathbf q\cdot\mathbf P\). Hence \(\mathbf E=-4\pi\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P)\). The Lorentz tensor \(L\) is what remains:

\[
\mathbf F(\mathbf q\to0)=-4\pi\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P)+4\pi L\cdot\mathbf P .
\]

A uniform field from external charges adds equally to the local and the macroscopic field. In general, therefore,

\[
\mathbf E_{\rm loc}=\mathbf E+4\pi L\cdot\mathbf P. \tag{1}
\]

## An absolutely convergent expression

We must show that \(L\) exists and does not depend on \(\hat{\mathbf q}\). Split \(1/r=\mathrm{erfc}(\eta r)/r+f(r)\), where \(f(r)=\mathrm{erf}(\eta r)/r\) and \(\eta>0\) is arbitrary. For a radial function \(\nabla^2f=(rf)''/r\), so

\[
\nabla^2 f=\frac1r\frac{d}{dr}\left(\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}\right)=-\frac{4\eta^3}{\sqrt\pi}e^{-\eta^2r^2}. \tag{2}
\]

The Fourier transform of \(e^{-\eta^2r^2}\) is \((\pi^{3/2}/\eta^3)e^{-k^2/4\eta^2}\), and \(\nabla^2\) becomes \(-k^2\). Thus \(\hat f(k)=(4\pi/k^2)e^{-k^2/4\eta^2}\), and \(\partial_a\partial_bf\) has the transform \(-k_ak_b\hat f\).

Next comes Poisson summation. For an even function \(g\), the function \(\sum_{\mathbf R}g(\mathbf r+\mathbf R)e^{i\mathbf q\cdot(\mathbf r+\mathbf R)}\) is periodic in \(\mathbf r\). Its Fourier coefficient is \(v^{-1}\) times an integral over one cell; the sum over \(\mathbf R\) extends that integral to all space and gives \(\hat g(\mathbf G-\mathbf q)/v\). Setting \(\mathbf r=0\), and using evenness to replace \(\mathbf G\) by \(-\mathbf G\),

\[
\sum_{\mathbf R}g(\mathbf R)e^{i\mathbf q\cdot\mathbf R}=\frac1v\sum_{\mathbf G}\hat g(\mathbf G+\mathbf q). \tag{3}
\]

With \(g=\partial_a\partial_bf\), the long-range part becomes

\[
-\frac{4\pi}{v}\sum_{\mathbf G}\frac{(G+q)_a(G+q)_b}{|\mathbf G+\mathbf q|^2}e^{-|\mathbf G+\mathbf q|^2/4\eta^2}.
\]

As \(\mathbf q\to0\), the term \(\mathbf G=0\) tends to \(-(4\pi/v)\hat q_a\hat q_b\). This is the macroscopic field, and it holds all the dependence on direction.

Equation (3) includes \(\mathbf R=0\), which must be taken out. Near the origin \(f=(2\eta/\sqrt\pi)(1-\eta^2r^2/3+\dots)\), so \(\partial_a\partial_bf(0)=-4\eta^3\delta_{ab}/(3\sqrt\pi)\). Subtracting this adds a positive term. Dividing everything by \(4\pi/v\) gives

\[
L_{ab}=\frac v{4\pi}\left[\sum_{\mathbf R\ne0}\partial_a\partial_b\frac{\mathrm{erfc}(\eta R)}R+\frac{4\eta^3}{3\sqrt\pi}\delta_{ab}\right]-\sum_{\mathbf G\ne0}\frac{G_aG_b}{G^2}e^{-G^2/4\eta^2}. \tag{4}
\]

Both sums converge like Gaussians. The tensor is real and symmetric, so it has three orthogonal principal axes with real factors \(L_1,L_2,L_3\).

## The sum rule

Take the trace of (4). Away from the origin \(\nabla^2(1/r)=0\), so by (2) \(\nabla^2[\mathrm{erfc}(\eta r)/r]=+4\eta^3e^{-\eta^2r^2}/\sqrt\pi\). The self term has trace \(4\eta^3/\sqrt\pi\), which is the missing \(\mathbf R=0\) member of the same sum. Therefore

\[
\mathrm{tr}\,L=\frac{v\eta^3}{\pi^{3/2}}\sum_{\mathbf R}e^{-\eta^2R^2}-\sum_{\mathbf G\neq0}e^{-G^2/4\eta^2}.
\]

Equation (3) with \(\mathbf q=0\) and \(g=e^{-\eta^2r^2}\) turns the first term into \(\sum_{\mathbf G}e^{-G^2/4\eta^2}\), now including \(\mathbf G=0\). Everything cancels except that one term, which equals 1:

\[
L_1+L_2+L_3=1. \tag{5}
\]

The physical content is short. Each neighbour contributes a traceless field tensor, so the site field is traceless. The macroscopic part removed from it, \(-\hat q_a\hat q_b\) in units of \(4\pi P\), has trace \(-1\). What remains has trace \(+1\). No lattice symmetry enters.

For the triclinic cell listed in the numerical output the principal factors are 0.2008, 0.3598 and 0.4394. They differ by more than a factor of two, yet sum to one.

## Independence of sample shape

Replace the plane wave by a wide envelope \(w=\exp[-\delta^2(x^2+y^2+z^2/k^2)]\), a soft-edged sample of axial ratio \(k\). It is a superposition of plane waves with weight proportional to \(\exp[-(q_x^2+q_y^2+k^2q_z^2)/4\delta^2]\). As \(\delta\to0\) all these waves have small \(q\), and the field at the centre tends to \(4\pi(L-N)\cdot\mathbf P\), where \(N_{ab}=\langle\hat q_a\hat q_b\rangle\) is averaged with this weight.

Let \(\mu=\hat q_z\) and \(s=1+(k^2-1)\mu^2\). Integrating \(q^2e^{-q^2s/4\delta^2}\) over \(q\) gives a factor proportional to \(s^{-3/2}\). Since \(\int_0^1s^{-3/2}d\mu=[\mu/\sqrt s]_0^1=1/k\),

\[
N_z=k\int_0^1\frac{\mu^2\,d\mu}{[1+(k^2-1)\mu^2]^{3/2}},\qquad N_x=N_y=\frac{1-N_z}2 .
\]

For a flat sample, \(k\to0\), the weight favours \(\hat{\mathbf q}\) along \(z\) and \(N_z\to1\). For a needle, \(k\to\infty\), \(N_z\to0\). The shape changes the macroscopic field \(-4\pi N\cdot\mathbf P\) but not \(L\).

This was tested on the triclinic cell by summing bare dipole fields under envelopes with \(k=0.7\), 1 and 2. The leading effect of finite width is proportional to \(\delta^2\) and was extrapolated away. The largest deviation from (4) was \(1.0\times10^{-5}\).

For a spherical envelope \(N_z=\int_0^1\mu^2d\mu=1/3\), so

\[
L_{ab}=\tfrac13\delta_{ab}+\frac v{4\pi}\lim_{\delta\to0}\sum_{\mathbf R\ne0}T_{ab}(\mathbf R)e^{-\delta^2R^2}.
\]

In a cubic lattice the three axes are equivalent, so (5) gives 1/3 for each. A lower symmetry lets the traceless sum survive and redistributes the total of one among the axes.

## Tetragonal lattices, plane by plane

Set the square edge \(a=1\). The lattice is a stack of square planes with spacing \(h\) and unit cell area, so \(v=h\). In the simple lattice \(h=c/a\). In the body-centred lattice \(h=c/2a\), and alternate planes are shifted by \((\tfrac12,\tfrac12)\).

Take \(\mathbf p\) and \(\mathbf q\) along the fourfold axis. Then the macroscopic field is \(-4\pi P\), and by the definition of \(L\), \(L_c=1+(h/4\pi)\sum T_{zz}\), summed one plane at a time.

In the site's own plane \(T_{zz}=-1/\rho^3\), which sums to \(-S\), with \(S=\sum_{\mathbf m\ne0}|\mathbf m|^{-3}\) over integer pairs \(\mathbf m\).

For another plane, first find the potential of unit charges on its sites. The charge density has Fourier components of unit magnitude at in-plane wavevectors of length \(g=2\pi|\mathbf m|\). Laplace's equation makes each potential component \(Ae^{-g|z|}\). The jump of slope at the sheet, \(-2gA=-4\pi\), gives \(A=2\pi/g\). Two derivatives in \(z\) give \(2\pi g\,e^{-g|z|}\). The component \(g=0\) is \(-2\pi|z|\), whose second derivative vanishes off the sheet. The shift of plane \(n\) supplies a phase \(\sigma^n\), where \(\sigma=1\) for the simple lattice and \(\sigma=(-1)^{m_1+m_2}\) for the centred one.

These plane sums decay exponentially with \(n\), so \(\mathbf q\to0\) can be taken term by term. Planes above and below give a factor 2. With \(x=gh=2\pi h|\mathbf m|\),

\[
\frac h{4\pi}\,2\sum_{\mathbf m\neq0}2\pi g\sum_{n\ge1}(\sigma e^{-x})^n=\sum_{\mathbf m\neq0}x\,\frac{\sigma e^{-x}}{1-\sigma e^{-x}} .
\]

Multiplying numerator and denominator by \(\sigma e^x\), with \(\sigma^2=1\),

\[
L_c=1-\frac{hS}{4\pi}+\sum_{\mathbf m\ne0}\frac{x}{\sigma e^x-1},\qquad L_a=\frac{1-L_c}2 . \tag{6}
\]

The second relation uses (5) and the equality of the two in-plane factors. The constant \(S\) follows from the simple cubic lattice, where \(h=1\) and \(L_c=1/3\):

\[
S=4\pi\left[\frac23+\sum_{\mathbf m\ne0}\frac{g}{e^g-1}\right]=9.0336 .
\]

A direct planar sum confirms this value. Equation (6) was also tested against (4) for both families. Some values of \(L_c\) are:

| \(c/a\) | simple | centred |
|---:|---:|---:|
| 0.8 | 0.5840 | 0.3705 |
| 1.0 | 0.3333 | 0.3333 |
| 1.1 | 0.2391 | 0.3327 |
| 1.2 | 0.1544 | 0.3348 |
| 1.4142 | −0.0115 | 0.3333 |
| 1.6 | −0.1484 | 0.3177 |

## Where the factors equal one third

For the simple family, the derivative of \(x/(e^x-1)\) has the sign of \(e^x-1-xe^x\). This expression is zero at \(x=0\) and has derivative \(-xe^x\), so it is negative for \(x>0\). Every term in (6) therefore falls as \(h\) grows, and so does \(-hS/4\pi\). Thus \(L_c\) decreases strictly with \(c/a\) and equals 1/3 only at \(c=a\).

Two limits show the mechanism. For \(c\gg a\) the sum in (6) vanishes and \(L_c\to1-hS/4\pi\): side-by-side dipoles in the same plane oppose one another. The factor can become negative, as at \(c/a=1.4142\), and the local field is then smaller than the macroscopic one. No principle confines a Lorentz factor to the interval from 0 to 1.

For \(c\ll a\) the sum over \(\mathbf m\) becomes an integral with area element \(2\pi x\,dx/(2\pi h)^2\):

\[
L_c\simeq\frac1{2\pi h^2}\int_0^\infty\frac{x^2dx}{e^x-1}=\frac1{2\pi h^2}\sum_{n\ge1}\frac2{n^3}=\frac1{\pi h^2}\sum_{n\ge1}\frac1{n^3}.
\]

This is the field of the site's own chain: neighbours at \(\pm nh\) contribute \(2\times2/(nh)^3\), multiplied by \(h/4\pi\). Head-to-tail dipoles reinforce one another.

In the centred family \(\sigma\) alternates, and the argument for monotonic decrease fails. A search over \(c/a\) from 0.505 to 2.995 finds three isotropic points: 1 (bcc), 1.1337, and 1.4142. The last is \(\sqrt2\), the fcc lattice seen along a cube axis, with the square edge equal to half a face diagonal.

The middle lattice is not cubic. It has just four vectors of length \(a\), namely \(\pm\hat{\mathbf x}\) and \(\pm\hat{\mathbf y}\), whereas a cubic group would carry \(\hat{\mathbf x}\) into at least six. An isotropic \(L\) therefore does not prove cubic symmetry. Between bcc and fcc the factors stay within 0.003 of 1/3, so the simple and centred families respond very differently to the same distortion.

## Permittivity and density

Let each site have an isotropic, linear polarizability \(\alpha\), so \(\mathbf p=\alpha\mathbf E_{\rm loc}\), and define \(X=4\pi\alpha/v\). Along a principal axis (1) gives

\[
P_i=\frac\alpha v(E_i+4\pi L_iP_i)\quad\Rightarrow\quad P_i(1-XL_i)=\frac\alpha vE_i .
\]

Since \(\varepsilon_i-1=4\pi P_i/E_i\),

\[
\varepsilon_i=1+\frac X{1-XL_i},\qquad \frac1{\varepsilon_i-1}=\frac1X-L_i . \tag{7}
\]

The condition \(XL_i<1\) is necessary for a stable unpolarized lattice, but not sufficient. As \(XL_i\to1\) the response to a given uniform macroscopic field diverges, yet a pattern of alternating dipoles can become unstable earlier. In the simple cubic lattice, head-to-tail chains with neighbouring chains opposed do so at \(XL_i=0.78\). Summing (7) over the axes and using (5),

\[
\sum_i\frac1{\varepsilon_i-1}=\frac3X-1 . \tag{8}
\]

The lattice shape has dropped out. If \(\alpha\) is known and does not change with density, three permittivities give the number density \(1/v=X/4\pi\alpha\). For equal permittivities, (8) becomes \(3/X=(\varepsilon+2)/(\varepsilon-1)\), the Clausius–Mossotti relation.

## A model film

Take a simple tetragonal lattice with round parameters \(a=4.0\) Å, \(c=4.4\) Å and \(\alpha=4.0\) Å\(^3\), with \(c\) normal to the film. Then \(v=4.0^2\times4.4=70.4\) Å\(^3\) and \(X=4\pi\times4.0/70.4=0.7140\).

In (6), \(hS/4\pi=1.1\times9.0336/4\pi=0.7908\), and the sum over \(\mathbf m\) adds 0.0299. Hence \(L_c=0.2391\) and \(L_a=(1-0.2391)/2=0.3804\). The permittivities are

\[
\varepsilon_c=1+\frac{0.7140}{1-0.1707}=1.861,\qquad
\varepsilon_a=1+\frac{0.7140}{1-0.2716}=1.980 .
\]

A cubic lattice of equal density would have 1.937 in every direction. For a macroscopic field of 0.010 V/Å, the local field \(E_i/(1-XL_i)\) is 0.01206 V/Å along \(c\) and 0.01373 V/Å along \(a\). Relative to the cubic lattice, \(L_c\) is lower by 0.094. In (6) the site's own plane accounts for 0.072 of this, because \(hS/4\pi\) grows with \(h\), and the other planes account for 0.022.

These results were tested on a self-consistent slab of 31 layers of coupled dipoles. The middle layer gave permittivities within \(3\times10^{-5}\) of both values.

Now invert the problem. Equation (8) gives

\[
X=\frac3{1+1/0.861+2/0.980}=0.714,
\]

and a density of 0.01420 Å\(^{-3}\), or 0.002105 bohr\(^{-3}\), as put in. Using Clausius–Mossotti with \(\varepsilon_a\) alone gives \(X=3\times0.980/3.980=0.739\), a density 3.5 % above the true one. With \(\varepsilon_c\) alone, \(X=3\times0.861/3.861=0.669\), which is 6.3 % below it.

Averaging first does much better. The mean permittivity 1.9405 gives a density too high by 0.29 % of the true value. The sign follows from (8): Clausius–Mossotti needs the average of \(1/(\varepsilon_i-1)\), and the inverse of an average of positive numbers cannot exceed the average of their inverses. So \(1/X\) comes out too small, or correct if all three are equal.

The error is small because it is of second order. Write \(L_i=\tfrac13+d_i\) and let \(u\) be the cubic value of \(\varepsilon-1\). Then (7) reads \(\varepsilon_i-1=u/(1-ud_i)=u(1+ud_i+u^2d_i^2+\dots)\). The linear term averages to zero because (5) requires \(\sum_id_i=0\). The mean is then \(u(1+u^2\langle d^2\rangle)\) to leading order, and the relative error in the density is about \(Xu\langle d^2\rangle\). It is small only while \(ud_i\) is small, and it grows quickly with permittivity: for the same \(c/a=1.1\) but \(X=2.0\), where \(\varepsilon_a=9.36\) and \(\varepsilon_c=4.83\), averaging first gives a density 4.3 % too high.

## Limits of validity

Equation (5) concerns point dipoles with one site per primitive cell. With several sites per cell the dipoles may differ, and where they do, one tensor no longer relates the local field to the total polarization. Where symmetry makes them equal, as in hcp, one tensor still serves and its trace is still one, with \(v\) the volume per site. Extended charge distributions can bring in higher multipoles, and overlapping ones invalidate the description by point multipoles altogether. Equation (1) omits both effects.

If the site polarizability is anisotropic but shares the principal axes of \(L\), (5) still holds, but \(1/X\) in (7) becomes \(v/4\pi\alpha_i\). The right side of (8) is then \((v/4\pi)\sum_i1/\alpha_i-1\), and the sum \(\sum_i1/\alpha_i\) must be known before a density can be extracted.

Near a surface some neighbouring planes are missing. For a surface normal to \(c\), the influence of a plane \(n\) spacings away decays as \(e^{-2\pi nh}\). For fixed dipoles and \(h\) of order one, the bulk factors therefore apply a few planes inside; for \(h\ll1\) the number of planes needed grows as \(1/h\). Other surfaces decay at a rate set by their own plane spacing and smallest in-plane wavevector: for a surface normal to \(a\) in the simple lattice with \(c>a\), roughly as \(e^{-2\pi n/h}\), which is slower. A disordered film has a distribution of local environments, and the lattice result is then a model for the effect of anisotropic packing.

## Values computed for the example and the checks

```
Triclinic test cell, rows (units of first edge):
     1.00   0.00   0.00
     0.30   1.10   0.00
     0.20  -0.25   0.90
Principal Lorentz factors: 0.200827 0.359803 0.439369
Their sum: 1.0000000000
Direct sum, envelope ratio 0.7: max deviation 1.0e-05
Direct sum, envelope ratio 1.0: max deviation 9.5e-07
Direct sum, envelope ratio 2.0: max deviation 2.9e-06
Largest |trace - 1| in 20 random lattices: 8.9e-16
Planar sum S: formula 9.033622, direct 9.033615
c/a     simple L_c  L_a       centred L_c  L_a
0.8000  0.583964  0.208018    0.370457   0.314771
0.9000  0.444129  0.277936    0.342733   0.328634
1.0000  0.333333  0.333333    0.333333   0.333333
1.1000  0.239114  0.380443    0.332709   0.333645
1.2000  0.154412  0.422794    0.334788   0.332606
1.4142  -0.011545  0.505772    0.333333   0.333333
1.6000  -0.148427  0.574213    0.317700   0.341150
Scanned c/a from 0.505 to 2.995
Isotropic c/a, simple: 1.000000
Isotropic c/a, centred: 1.000000 1.133734 1.414214
Model film: a = 4.0 angstrom, c = 4.4 angstrom
Polarizability: 4.0 angstrom^3 = 26.993 bohr^3
Cell volume: 70.4 angstrom^3
X = 4 pi alpha/v: 0.713998
Lorentz factors: L_c = 0.239114, L_a = 0.380443
Permittivity along c: 1.86099 (slab 1.86101)
Permittivity along a: 1.98028 (slab 1.98027)
Permittivity, cubic lattice of equal density: 1.93700
Macroscopic field: 0.010 V/angstrom
Local field along c: 0.012059 V/angstrom
Local field along a: 0.013729 V/angstrom
True number density: 0.0142045 angstrom^-3 = 0.0021049 bohr^-3
Density from sum rule and slab: 0.0142045 angstrom^-3
Mean permittivity (2 eps_a + eps_c)/3: 1.94052
Density from mean permittivity: 0.0142451 angstrom^-3
Relative error of that density: 0.2852 %
```
